# Kroemer's Conduction-Band Offset Formula from Capacitance-Voltage Profiles

A band diagram of the semiconductor layers beneath a gate needs the conduction-band offset between them. If the offset is to come from capacitance-voltage data, one must decide whether the apparent carrier profile can be integrated directly, or whether every bias point must be fitted with a Poisson calculation. The apparent profile can be wrong by a factor of hundreds to thousands near a junction. It can still be integrated directly, because its total charge and, when both bulks are nondegenerate, its first moment survive the distortion. The price is a condition on the sweep, an accurately known doping profile and a bulk Fermi-level term.

## Setting and conventions

The gate is at \(x=0\). Layer 1, with donor density \(N_1\), occupies \(0<x<x_i\). Layer 2, with donor density \(N_2\), lies deeper. Both are n-type with permittivity \(\varepsilon\). The elementary charge is \(q>0\), the electrostatic potential is \(\phi\), and

\[
E_c(x)=U(x)-q\phi(x),\qquad U=0\ \text{in layer 1},\quad U=\Delta E_c\ \text{in layer 2}.
\]

Thus \(\Delta E_c>0\) means that the deeper layer has the higher band edge at the junction. A fixed sheet of \(\sigma\) positive elementary charges per area may sit at \(x_i\).

Reverse bias \(V\) makes the gate more negative. Let \(Q\) be the magnitude of its charge per area and \(C=dQ/dV\) the small-signal capacitance. The apparent depth and density are

\[
\hat x=\frac{\varepsilon}{C},\qquad
\hat n=\frac{2}{q\varepsilon}\left[\frac{d(1/C^2)}{dV}\right]^{-1}.
\]

The assumptions are:

1. The problem is one-dimensional. Gate current is small enough for the electron Fermi level \(E_F\) to be flat in the semiconductor, and the gate barrier \(\Phi_B=E_c(0)-E_{F,\text{gate}}\) is fixed.
2. Donors are fully ionized, there are no holes, and no traps change their charge.
3. In each uniform layer the electron density \(n\) is a function of \(\mu=E_F-E_c\) alone.
4. At the first bias, with \(\hat x=a\), the depletion edge lies in layer 1, and a flat neutral region separates it from the junction. At the last bias, with \(\hat x=b\), the edge lies in uniform layer 2 and the junction is empty of electrons. Exponentially small tails are neglected.

## Theorem

Under these assumptions, with Boltzmann statistics in both bulks and effective densities of states \(N_{c1},N_{c2}\),

\[
\boxed{\Delta E_c=\frac{q^2}{\varepsilon}\int_a^b\,[N(x)-\hat n(x)]\,(x-x_i)\,dx
+kT\ln\frac{N_1N_{c2}}{N_2N_{c1}}}
\]

and

\[
\int_a^b[N(x)-\hat n(x)]\,dx=-\sigma .
\]

Here \(\hat n(x)\) means the apparent density plotted at \(\hat x=x\).

## Lemma 1: what the data integrate to

Along the sweep, \(dQ=q\hat n\,d\hat x\) and \(dV=(q/\varepsilon)\hat n\hat x\,d\hat x\).

**Proof.** Since \(1/C^2=\hat x^2/\varepsilon^2\),

\[
\frac{d(1/C^2)}{dV}=\frac{2\hat x}{\varepsilon^2}\frac{d\hat x}{dV}
\quad\Rightarrow\quad
\hat n=\frac{\varepsilon}{q\hat x}\frac{dV}{d\hat x}.
\]

This is the second relation. The first follows from \(dQ=C\,dV=\varepsilon\,dV/\hat x\). ∎

No claim that \(\hat n=n\) has been made. The relations are consequences of the definitions.

## Lemma 2: what the true charge integrates to

Let \(\rho=N-n+\sigma\delta(x-x_i)\) be the net number density of positive charge, and let \(L\) be a point deep in the field-free bulk. Then

\[
Q=q\int_0^L\rho\,dx,\qquad
\phi(L)-\phi(0)=\frac q\varepsilon\int_0^L x\rho\,dx .
\]

**Proof.** The first relation is overall neutrality: the gate charge is \(-Q\). Poisson's equation is \(\phi''=-q\rho/\varepsilon\). Integrating from \(x\) to \(L\), where \(\phi'(L)=0\), gives

\[
\phi'(x)=\frac q\varepsilon\int_x^L\rho(x')\,dx'.
\]

Integrate again and exchange the order. A given \(x'\) is counted for all \(x\) between 0 and \(x'\), which supplies the factor \(x'\):

\[
\phi(L)-\phi(0)=\frac q\varepsilon\int_0^Ldx\int_x^L\rho(x')\,dx'
=\frac q\varepsilon\int_0^Lx'\rho(x')\,dx'.\quad ∎
\]

Now measure energies from the semiconductor's \(E_F\). The fixed barrier gives \(E_c(0)=\Phi_B+qV\), so \(\phi(0)=-(\Phi_B+qV)/q\), while \(\phi(L)\) is fixed by bulk neutrality. Hence a change of \(V\) equals the change of \(\phi(L)-\phi(0)\). Writing \(M=\int_0^L x\rho\,dx\), we have

\[
V_b-V_a=\frac q\varepsilon(M_b-M_a).
\]

## Lemma 3: the depletion edge

Consider uniform material of donor density \(N\), starting at a plane where electrons are negligible. Let \(w\) be defined by its total charge, \(\int\rho\,dx=Nw\), with distance measured from that plane. Then

\[
M=\frac{Nw^2}{2}+c,\qquad c=\frac{\varepsilon P}{q^2N},\qquad
P(\mu)=\int_{-\infty}^{\mu}n(\mu')\,d\mu',
\]

where \(P\), the electron pressure, is evaluated in the bulk.

**Proof.** Let subscripts 0 and B denote the starting plane and the bulk. Multiply Poisson's equation by \(\phi'\):

\[
\frac{d}{dx}\frac{\phi'^2}{2}=-\frac q\varepsilon(N-n)\phi'.
\]

Integrate from the plane to the bulk, where \(\phi'=0\), and reverse both signs:

\[
\frac{\phi_0'^2}{2}=\frac q\varepsilon\left[N(\phi_B-\phi_0)-\int_{\phi_0}^{\phi_B}n\,d\phi\right].
\]

Inside one layer \(d\mu=q\,d\phi\), so the last integral is \([P(\mu_B)-P(\mu_0)]/q\). The second pressure is negligible because the plane is depleted. Lemma 2 also gives \(\phi_0'=qNw/\varepsilon\). Therefore

\[
\phi_B-\phi_0=\frac{qNw^2}{2\varepsilon}+\frac{P}{qN}.
\]

Multiplication by \(\varepsilon/q\) gives \(M\). ∎

For Boltzmann statistics \(n\propto e^{\mu/kT}\), so \(P=NkT\) and \(c=\varepsilon kT/q^2\). This constant does not depend on doping. The edge width scales as the Debye length, \(N^{-1/2}\), and the charge displaced within it as \(N^{1/2}\), so their product, the moment, is unchanged.

## Proof of the theorem

**First bias.** The edge has charge \(N_1w_a\) and moment \(N_1w_a^2/2+c_1\). Beyond the flat region lies the undisturbed junction, whose net charge is zero because the field vanishes on both sides. Call its first moment \(D\). Then

\[
\frac{Q_a}{q}=N_1w_a,\qquad M_a=\frac{N_1w_a^2}{2}+c_1+D.
\]

If \(\phi_1,\phi_2\) are the flat potentials on its two sides, Lemma 2 with its origin in the flat part of layer 1 gives

\[
\phi_2-\phi_1=\frac q\varepsilon D .
\]

Moving the origin does not matter because the junction is neutral.

**Last bias.** Choose a depleted plane \(x_*\) in layer 2, and define \(w_b\) so that the charge beyond it is \(N_2(w_b-x_*)\). Lemma 3 gives the moment of that charge about \(x_*\). Its moment about the gate is then

\[
x_*N_2(w_b-x_*)+\frac{N_2(w_b-x_*)^2}{2}+c_2
=\frac{N_2(w_b^2-x_*^2)}2+c_2.
\]

Adding the empty material before \(x_*\) and the sheet gives

\[
\frac{Q_b}{q}=\int_0^{w_b}N\,dx+\sigma,\qquad
M_b=\int_0^{w_b}xN\,dx+\sigma x_i+c_2.
\]

**Apparent and actual edges agree.** A small bias change moves \(w\) at either end, leaving \(D,\sigma,c_1,c_2\) fixed. With \(N\) the local doping, \(dQ=qN\,dw\) and \(dV=(q/\varepsilon)Nw\,dw\). Thus \(\hat x=\varepsilon\,dV/dQ=w\), so \(w_a=a\) and \(w_b=b\).

**Subtract the end states.** Lemma 1 gives the integrated apparent charge:

\[
\int_a^b\hat n\,dx=\frac{Q_b-Q_a}{q}=\int_a^bN\,dx+\sigma,
\]

which proves the charge relation. For the moment,

\[
\int_a^bx\hat n\,dx=\frac{\varepsilon}{q}(V_b-V_a)=M_b-M_a
=\int_a^bxN\,dx+\sigma x_i+c_2-c_1-D.
\]

Solve for \(D\), and replace \(\sigma\) by \(-\int(N-\hat n)dx\):

\[
D=\int_a^b(N-\hat n)(x-x_i)\,dx+c_2-c_1 .
\]

The sheet has no moment about its own position. Since \(q(\phi_2-\phi_1)=q^2D/\varepsilon\),

\[
q(\phi_2-\phi_1)=\frac{q^2}{\varepsilon}\int_a^b(N-\hat n)(x-x_i)\,dx
+\frac{P_2}{N_2}-\frac{P_1}{N_1}. \tag{1}
\]

For Boltzmann bulks the pressure terms are both \(kT\) and cancel.

**Add the bulk Fermi levels.** In the flat parts, \(E_{c2}-E_{c1}=\Delta E_c-q(\phi_2-\phi_1)\). Subtracting the common \(E_F\) from both band edges gives

\[
\Delta E_c=q(\phi_2-\phi_1)+(E_{c2}-E_F)-(E_{c1}-E_F). \tag{2}
\]

Boltzmann neutrality, \(N_j=N_{cj}e^{-(E_{cj}-E_F)/kT}\), gives \(E_{cj}-E_F=kT\ln(N_{cj}/N_j)\). The difference of the two logarithms is the bulk term. ∎

## Remark 1: sign and meaning

If the deeper band is high enough, electrons spill from layer 2 into layer 1. Then \(N-n\) is mainly negative for \(x<x_i\) and positive for \(x>x_i\). Both contributions to the moment are positive.

The bulk term is visible in a simple limit. Suppose \(\sigma=0\) and \(\Delta E_c=kT\ln[N_1N_{c2}/(N_2N_{c1})]\). Constant \(\phi\) then gives \(n=N\) in both layers and solves Poisson's equation. There is no dipole and the moment vanishes, yet the offset need not. In the opposite simplification, \(N_1=N_2\) and \(N_{c1}=N_{c2}\), the logarithm vanishes and the moment is the whole offset.

The proof uses a local law for \(n\) at the two depletion edges, not at the junction. A graded offset or quantum suppression of the density near the junction is therefore allowed, provided assumption 4 still holds. For a graded offset, \(\Delta E_c\) means its total change.

## Worked example

The round parameters are in the rough regime of gallium arsenide on aluminium gallium arsenide. At 300 K, \(kT=25.852\) meV. The relative permittivity is 12.9, \(x_i=600\) nm, \(N_1=2\times10^{16}\) cm⁻³ and \(N_2=1\times10^{16}\) cm⁻³. An offset of 0.2500 eV was put into a nonlinear Poisson calculation, whose linear response supplied \(C(V)\) from 0 to 9 V.

The apparent depth runs from 222.5 to 1026.5 nm. The starting edge is \(377.5/30.4=12.4\) Debye lengths before the junction, and the final edge is \(426.5/42.9=9.9\) Debye lengths beyond it, each in its own layer. The apparent moment gives 0.22062 eV. The effective densities of states are \(N_{c1}=4.352\times10^{17}\) cm⁻³ and \(N_{c2}=6.775\times10^{17}\) cm⁻³. The bulk term is

\[
25.852\ \text{meV}\times\ln\frac{2.0\times6.775}{1.0\times4.352}
=25.852\ \text{meV}\times1.136=29.4\ \text{meV}.
\]

The recovered offset is

\[
\Delta E_c=0.2206+0.0294=0.2500\ \text{eV}.
\]

Omitting the bulk term would lose about 12% of the offset.

The electron profile of the undisturbed junction was also solved separately. Its moment is 0.22064 eV, although the densities differ strongly:

| Depth (nm) | True density (cm⁻³) | Apparent density (cm⁻³) |
|---:|---:|---:|
| 580 | 4.29 × 10¹⁶ | 3.43 × 10¹⁶ |
| 620 | 4.87 × 10¹³ | 1.49 × 10¹⁶ |
| 700 | 2.20 × 10¹⁵ | 3.33 × 10¹⁵ |

The third digits carry the error of the 1 nm mesh; the converged true density at 620 nm is \(4.86\times10^{13}\) cm⁻³. At 620 nm the apparent density is about 300 times too high, and just beyond the junction more than 2000 times. The true peak, about \(1.1\times10^{17}\) cm⁻³, appears as \(3.5\times10^{16}\) cm⁻³. Here "true" means the classical density of the model; in a real junction, quantum confinement would lower the peak and move it several nanometres into layer 1. Agreement of moments is therefore no evidence of agreement point by point.

Further tests changed one feature at a time. An input offset of −0.15 eV was recovered as −0.1500 eV. A sheet of \(5.0\times10^{10}\) cm⁻² was recovered from the charge integral, with the offset still 0.2500 eV. The same offset was recovered when the band step was graded over 40 nm, and when the layer 1 density was multiplied by \(1-e^{-(x-x_i)^2/\lambda^2}\) with \(\lambda=5\) nm.

## Corollary: degenerate bulks

When Boltzmann statistics fail, equations (1) and (2) remain usable with the actual Fermi positions:

\[
\Delta E_c=\frac{q^2}{\varepsilon}\int_a^b(N-\hat n)(x-x_i)\,dx
+(E_{c2}-E_F)-(E_{c1}-E_F)+\frac{P_2}{N_2}-\frac{P_1}{N_1}.
\]

In a test with donors of \(1.0\times10^{18}\) and \(5.0\times10^{17}\) cm⁻³, and all lengths reduced by \(\sqrt{50}\), omission of the pressure difference gave 0.2567 eV. The pressure term was −6.8 meV, and its inclusion gave 0.2499 eV. This is a test of the algebra, not a practical measurement: the scaling raises the peak field to about 1.6 MV/cm, where breakdown and gate tunnelling would prevent a real sweep.

For weak degeneracy in a parabolic band, let \(u_j=N_j/N_{cj}\) and \(z=e^{\mu/kT}\). To second order in \(z\),

\[
u=z-\frac{z^2}{2^{3/2}},\qquad
\frac{P}{kTN_c}=z-\frac{z^2}{2^{5/2}}.
\]

Inverting the first relation gives \(z=u+u^2/2^{3/2}\). Hence, to first order in \(u\),

\[
\frac{E_c-E_F}{kT}=-\ln u-\frac{u}{2^{3/2}},\qquad
\frac{P}{NkT}=1+\frac{u}{2^{3/2}}-\frac{u}{2^{5/2}}=1+\frac{u}{2^{5/2}}.
\]

The combined correction to the Boltzmann formula is

\[
kT(u_2-u_1)\left(-\frac1{2^{3/2}}+\frac1{2^{5/2}}\right)
=\frac{kT(u_1-u_2)}{2^{5/2}}.
\]

In the main example \(u_1=0.0460\) and \(u_2=0.0148\), so the correction is 0.14 meV. A Fermi-Dirac calculation analysed with the Boltzmann formula gave an error of −0.16 meV relative to the input offset. Its sign is opposite because the correction was left out.

## Remark 2: errors in position and doping

Suppose \(\sigma=0\), but the doping step and reference point are both placed at \(x_i+\delta\). The assumed doping changes by \(N_1-N_2\) between the true and false positions. Shifting the reference for the original profile costs nothing, because its net charge is zero. The moment therefore changes by

\[
(N_1-N_2)\int_{x_i}^{x_i+\delta}(x-x_i-\delta)\,dx
=-\frac{(N_1-N_2)\delta^2}{2}.
\]

The offset changes by \(-q^2(N_1-N_2)\delta^2/(2\varepsilon)\). For \(\delta=20\) nm this is −2.8 meV. The charge integral changes by \((N_1-N_2)\delta=2.0\times10^{10}\) cm⁻², which would be misread as a negative sheet. If a real sheet is present, shifting the reference also adds \(q^2\sigma\delta/\varepsilon\) to the offset, which is linear in \(\delta\).

Doping errors are more serious. Raising the assumed \(N_2\) by \(\Delta N_2\) adds \(q^2\Delta N_2(b-x_i)^2/(2\varepsilon)\) to the moment term. In the example a 1% error changes the recovered offset by 12.5 meV, including the small change of the logarithm. Likewise, raising the assumed \(N_1\) by \(\Delta N_1\) subtracts \(q^2\Delta N_1(x_i-a)^2/(2\varepsilon)\), and a 1% error changes the offset by −19.7 meV. Both ends of the sweep must satisfy assumption 4, but any further distance from the junction magnifies these errors. In the example, ending at 7 V (\(b=877\) nm) still recovers the offset to 0.01 meV, whereas ending at 6 V (\(b=765\) nm) loses 69 meV. An error in the gate area acts in the same way: a capacitance per area 1% too high shifts the offset by about +16 meV if the true dopings and \(x_i\) are kept. It drops out if the dopings and \(x_i\) are read on the apparent scales, because a factor \(\gamma\) in \(C\) scales \(\hat x\) by \(1/\gamma\) and \(\hat n\) by \(\gamma^2\), which leaves the moment and the ratio \(N_1/N_2\) unchanged.

## Remark 3: a high-k film

A film of thickness \(t\) and permittivity \(\varepsilon_f\) in series adds \(t/\varepsilon_f\) to \(1/C\). The apparent depth increases by \(s=\varepsilon t/\varepsilon_f\). Since \(d\hat x\) and \(dQ\) are unchanged, Lemma 1 shows that \(\hat n\) is merely translated.

For 5 nm of relative permittivity 20, \(s=5\times12.9/20=3.2\) nm. Ignoring this shift is equivalent to \(\delta=-s\) in Remark 2, and changes the offset by −0.07 meV here. This small value requires \(\sigma=0\), no changing trap charge and no hole inversion layer. A blocking film can allow holes to collect, so the sweep must remain in deep depletion.

The result is the offset between the semiconductors. It is not the offset between semiconductor and film, because the film, which lies on the gate side, has no neutral electron-filled bulk in which the sweep could start.

## Remark 4: unequal permittivities

Let layer 2 have permittivity \(\varepsilon_2\), while the data are analysed with \(\varepsilon\). Introduce the stretched depth \(y=x_i+(\varepsilon/\varepsilon_2)(x-x_i)\) in layer 2. With \(\phi_y=(\varepsilon_2/\varepsilon)\phi_x\), Poisson's equation becomes one with uniform permittivity \(\varepsilon\) and with all layer 2 densities multiplied by \(\varepsilon_2/\varepsilon\). The flux \(\varepsilon\phi_y=\varepsilon_2\phi_x\) is continuous, as required.

The apparent plateau is therefore \(N_2\varepsilon_2/\varepsilon\), and this value belongs in the moment integral. The logarithm still needs the true \(N_2\). Using the plateau there too leaves an error \(kT\ln(\varepsilon/\varepsilon_2)\).

For a layer 2 relative permittivity of 12.0, this predicts 1.9 meV, and the full calculation gave 1.8 meV. Using the true \(N_2\) in the moment integral instead gave an error of 100 meV. Ignoring even this modest permittivity difference is thus a large error in this example, unless the plateau is used.

## The model beside a real structure

The chosen permittivity contrast, dopings and offset are plausible for this material pair, but are rough inputs. The 600 nm upper layer suits a profiling structure. If the upper layer were only a few Debye lengths thick, the flat region required by assumption 4 would not exist. At the end of the sweep the peak field is 0.23 MV/cm, below the rough breakdown value of 0.4 MV/cm assumed here. For a triangular 0.80 eV gate barrier at that field, the tunnelling exponent is 55.5, so direct tunnelling through the barrier is negligible in this model.

Real donors are not fully ionized. With rough binding energies of 6 and 50 meV, and bound charge allowed to follow both the sweep and the capacitance signal, ignoring binding shifts the result by −1.8 meV relative to the input. This figure is a partial cancellation between the two layers. The layer 1 doping is near the Mott density of gallium arsenide, and with layer 1 fully ionized the shift is −4.5 meV; with 80 or 100 meV instead of 50 meV in layer 2 it is −8.5 or −16 meV. Deep donors in aluminium gallium arsenide can respond too slowly for that treatment, and their effect is not bounded by this number. Apart from donor ionization, temperature enters the formula explicitly through the bulk term: at fixed doping and fixed \(N_{c2}/N_{c1}\), a 100 K rise changes it by 9.8 meV. The value of \(N_{c2}\) used here counts only the Γ valley. At the aluminium fractions near 0.3 that give this offset, the L and X valleys lie close enough to raise \(N_{c2}\) by roughly 20 to 100% at 300 K, with rough band parameters. This adds about 5 to 19 meV to the bulk term and makes \(N_{c2}/N_{c1}\) rise with temperature, so for real data the sum over valleys belongs in the logarithm. The remaining inputs and results are in the numerical output.

## Computed results

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
Relative permittivity: 12.9 (none)
Input offset: 0.2500 eV
Gate barrier: 0.80 eV
Masses, layers 1 and 2: 0.067, 0.090 electron masses
Donors, layers 1 and 2: 2.0e+16, 1.0e+16 cm^-3
Band states Nc1, Nc2: 4.352e+17, 6.775e+17 cm^-3
Bulk Ec-EF, layers 1 and 2: 0.0796, 0.1090 eV
Debye lengths, layers 1 and 2: 30.4, 42.9 nm
Junction depth: 600 nm
Reverse bias, start and end: 0.0, 9.0 V
Apparent depth, start and end: 222.5, 1026.5 nm
Capacitance, start and end: 51.33, 11.13 nF/cm2
Density at 500 nm, true and apparent: 2.100e+16, 2.124e+16 cm^-3
Density at 580 nm, true and apparent: 4.289e+16, 3.430e+16 cm^-3
Density at 620 nm, true and apparent: 4.866e+13, 1.486e+16 cm^-3
Density at 660 nm, true and apparent: 4.920e+14, 5.379e+15 cm^-3
Density at 700 nm, true and apparent: 2.200e+15, 3.329e+15 cm^-3
Density at 800 nm, true and apparent: 8.321e+15, 6.046e+15 cm^-3
Peak density, true and apparent: 1.083e+17, 3.478e+16 cm^-3
Moment term from apparent profile: 0.22062 eV
Moment term from true profile: 0.22064 eV
Bulk Fermi-level term: 0.02936 eV
Recovered offset: 0.24998 eV
Net charge density in (N - nhat): 2.38e+06 cm^-2
Edge constant, Boltzmann: 1.0001 kT/q
Recovered offset, input -0.15 eV: -0.14999 eV
Sheet density put in: 5.000e+10 cm^-2
Sheet density recovered: 5.000e+10 cm^-2
Offset with sheet charge: 0.24998 eV
Offset, band step graded over 40 nm: 0.24998 eV
Offset, density suppressed within 5 nm: 0.24998 eV
Degenerate test donors: 1.0e+18, 5.0e+17 cm^-3
Degenerate edge constant, layer 1: 1.3916 kT/q
Degenerate offset without pressure term: 0.25666 eV
Pressure term: -6.756 meV
Degenerate offset with pressure term: 0.24991 eV
Change if junction is placed 20 nm too deep: -2.806 meV
False net density from that error: 2.000e+10 cm^-2
High-k film: 5 nm, relative permittivity 20
Depth shift from high-k film: 3.225 nm
Offset change if shift is ignored: -0.073 meV
Error from Boltzmann statistics: -0.160 meV
Rough donor depths: 6, 50 meV
Error from ignoring donor binding: -1.78 meV
Layer 2 permittivity in unequal test: 12.0 (none)
Unequal-permittivity error, true doping: 99.75 meV
Same error, plateau doping: 1.84 meV
Error from layer 2 doping 1% high: 12.50 meV
Peak field at end of sweep: 0.228 MV/cm
Rough breakdown field assumed: 0.4 MV/cm
Gate tunnelling exponent at peak field: 55.5 (none)
Bulk-term change for 100 K rise: 9.79 meV
```
